# Grain-boundary grooving by surface diffusion: the quarter-power law

## What dimensions already decide

A vertical grain boundary meets the flat free surface of a metal film. On heating, a groove forms where they meet. Suppose that atoms move along the surface alone, that the boundary stays in place, and that the root of the groove quickly takes an equilibrium angle. The angle fixes a slope $m$, a pure number. The material then enters through one coefficient $B$, found below, which has dimensions of length$^4$/time and multiplies the whole rate of change of the surface.

A flat, unbounded surface supplies no length. At time $t$ the available length is therefore

$$\ell(t)=(Bt)^{1/4},$$

and the height must have the form

$$y(x,t)=\ell\,G(x/\ell;m).$$

At the root, $x=0$, the depth is $-\ell\,G(0;m)$, which grows as $t^{1/4}$. This argument leaves open the value of $G(0;m)$, and it presumes that the flat start leads to a single solution. Two derivations supply what is missing, at small slope.

## The equation of motion and the root

Let $y$ point upward, out of the metal, and let $x\ge0$ be one side of a mirror-symmetric groove. All energies are per unit length along the boundary. For an isotropic surface energy $\gamma_s$, the surface energy is

$$E=\int\gamma_s\sqrt{1+y_x^2}\,dx .$$

Away from the ends, a small change $\delta y$ gives, after one integration by parts,

$$\delta E=\int\gamma_s\frac{y_x\,\delta y_x}{\sqrt{1+y_x^2}}dx=-\int\gamma_s\kappa\,\delta y\,dx,\qquad
\kappa=\partial_x\frac{y_x}{\sqrt{1+y_x^2}}=\frac{y_{xx}}{(1+y_x^2)^{3/2}} .$$

One added atom adds the volume $\Omega$, so its chemical potential relative to a flat surface is $\mu=-\Omega\gamma_s\kappa$. It is raised on a convex hill, where $\kappa<0$.

Let $\nu$ be the number of surface atoms per area, $D_s$ their diffusivity and $s$ the arc length. The mobility is $D_s/kT$, so the flux is

$$J=-\frac{D_s\nu}{kT}\frac{\partial\mu}{\partial s}=\frac{D_s\nu\gamma_s\Omega}{kT}\frac{\partial\kappa}{\partial s},\qquad \frac{\partial}{\partial s}=\frac{1}{\sqrt{1+y_x^2}}\frac{\partial}{\partial x}.$$

Conservation of volume between two vertical lines gives $y_t=-\Omega\,\partial_xJ$, hence

$$y_t=-B\,\partial_x\!\left[\frac{\partial_x\kappa}{\sqrt{1+y_x^2}}\right],\qquad B=\frac{D_s\gamma_s\Omega^2\nu}{kT}. \tag{1}$$

For the root angle, join the root at depth $h$ to two fixed surface points a small distance $a$ away on either side. Lowering the root removes boundary of energy $\gamma_{gb}$ per area:

$$E(h)=2\gamma_s\sqrt{a^2+h^2}-\gamma_{gb}h .$$

Setting $dE/dh=0$, with $\sin\theta=h/\sqrt{a^2+h^2}$, gives

$$\sin\theta=\frac{\gamma_{gb}}{2\gamma_s},\qquad m=\tan\theta .$$

This needs $\gamma_{gb}<2\gamma_s$. By symmetry the two sides carry equal and opposite fluxes at the root. If the boundary neither takes nor gives atoms, both fluxes vanish there.

For $m^2\ll1$, equation (1) and its conditions become

$$y_t=-By_{xxxx},\quad y_x(0,t)=m,\quad y_{xxx}(0,t)=0,\quad y\to0\ \text{as}\ x\to\infty. \tag{2}$$

## First derivation: demand a self-similar groove

Assume a fixed shape, $y=h(t)G(u)$ with $u=x/\lambda(t)$, where $h$ and $\lambda$ are unknown. The root slope is $hG'(0)/\lambda=m$ at all times, so $h\propto\lambda$. The constant can be absorbed in $G$, so take $h=\lambda$. Then

$$y_t=\lambda'(G-uG').$$

On the right of (1), slopes do not depend on $\lambda$, while $\kappa$ carries $1/\lambda$ and the two further derivatives carry $1/\lambda^2$. With $N[G]$ denoting the remaining function of $u$,

$$\frac{\lambda^3\lambda'}{B}\,(G-uG')=-N[G].$$

The right side does not depend on time. The factor $G-uG'$ cannot vanish everywhere, since $G$ would then be a straight line, which cannot have slope $m$ and also decay. Thus $\lambda^3\lambda'/B=c$ is constant, and

$$\lambda^4=\lambda_0^4+4cBt .$$

A flat start means $\lambda_0=0$, and growth then requires $c>0$. Choosing $c=1/4$ merely sets the scale of $u$ and gives $\lambda=\ell$. Since (1) was used in full, the power holds at finite slope too.

For small slope put $G=mZ$, so that $N[G]=mZ''''$:

$$Z''''=\tfrac14(uZ'-Z),\qquad Z'(0)=1,\quad Z'''(0)=0,\quad Z(\infty)=0. \tag{3}$$

Differentiating once cancels the two terms in $Z'$. With $W=Z''$,

$$W'''=\tfrac14uW,\qquad W'(0)=0 .$$

Try $W=C\int_0^\infty e^{-q^4}\cos(qu)\,dq$. It is even in $u$, so $W'(0)=0$. Its third derivative, using $q^3e^{-q^4}=-\frac14\,d(e^{-q^4})/dq$ and integrating by parts, is

$$W'''=C\int_0^\infty q^3e^{-q^4}\sin(qu)\,dq=\frac{u}{4}\,C\int_0^\infty e^{-q^4}\cos(qu)\,dq=\frac{uW}{4}.$$

The end terms vanish because of the sine at $q=0$ and the exponential at infinity. Integrating $W$ from the root gives

$$Z'(u)=1+C\int_0^\infty e^{-q^4}\frac{\sin(qu)}{q}\,dq .$$

As $u\to\infty$, the substitution $p=qu$ turns the integral into $\int_0^\infty(\sin p/p)\,dp=\pi/2$. Since $Z'(\infty)=0$, $C=-2/\pi$. Equation (3) itself now yields $Z$ without another integration:

$$Z=uZ'-4Z'''',\qquad Z''''=W''=\frac2\pi\int_0^\infty q^2e^{-q^4}\cos(qu)\,dq .$$

The function $e^{-q^4}$ is smooth, even and rapidly decreasing, so its cosine transform $W$ and the derivatives of $W$ decay faster than any power of $u$. So does $Z'(u)=-\int_u^\infty W(v)\,dv$. Both terms of $Z$ therefore vanish at infinity, as (3) requires.

At $u=0$, with $\int_0^\infty q^2e^{-q^4}dq=\frac14\Gamma(\frac34)$ from $s=q^4$,

$$Z(0)=-\frac{2}{\pi}\Gamma\!\left(\tfrac34\right)=-0.780 .$$

The root depth is therefore

$$\boxed{d(t)=\frac{2}{\pi}\Gamma\!\left(\tfrac34\right)m\,(Bt)^{1/4}} \tag{4}$$

No second decaying profile exists. The difference $D$ of two solutions obeys (3) with $D'(0)=D'''(0)=0$. Multiply its equation by $D$ and integrate over $u>0$. Two integrations by parts on the left and one on the right give

$$\int D''^2du=\frac14\left(-\frac12-1\right)\int D^2du=-\frac38\int D^2du .$$

One side is not negative and the other not positive, so $D=0$.

The profile also shows why the groove grows. Since $\int_0^\infty e^{-q^4}dq=\Gamma(\frac54)$, the curvature beside the root is $Z''(0^+)=-\frac2\pi\Gamma(\frac54)=-0.577$. The flanks are convex there, the chemical potential is raised, and atoms move outward. They build a ridge on each side, at $u=2.30$ with $Z=0.194$. From root to ridge top the depth is $0.974\,m\ell$, and the ridges are $4.60\,\ell$ apart.

## Second derivation: follow the flat surface in time

Now assume no similarity. Take (2) with $y(x,0)=0$ and define

$$\hat y(k,t)=\int_0^\infty y(x,t)\cos(kx)\,dx .$$

Four integrations by parts, with all terms at infinity zero, give

$$\int_0^\infty y_{xxxx}\cos(kx)\,dx=-y_{xxx}(0)+k^2y_x(0)+k^4\hat y=k^2m+k^4\hat y .$$

The terms containing $y_{xx}(0)$ and $y(0)$ are absent because they multiply $\sin(0)$. Hence

$$\hat y_t=-Bk^4\hat y-Bk^2m,\qquad \hat y(k,0)=0,$$

$$\hat y=-m\,\frac{1-e^{-Bk^4t}}{k^2}. \tag{5}$$

As $k\to0$ this tends to zero. Since $\hat y(0,t)$ is the net area under the profile, volume is conserved. The balance includes the oscillating tail of the profile: on each side, in units of $m\ell^2$, the groove lacks 0.379, the ridge holds 0.409, and a shallow trough beyond it ($4.84<u<7.88$, lowest $Z=-0.019$) lacks 0.033, with smaller ripples further out making up the rest.

The inverse transform is

$$y(x,t)=-\frac{2m}{\pi}\int_0^\infty\frac{1-e^{-Bk^4t}}{k^2}\cos(kx)\,dk .$$

With $k=q/\ell$, the factor $dk/k^2$ becomes $\ell\,dq/q^2$, and $Bk^4t=q^4$. So $y$ equals $m\ell$ times a function of $x/\ell$: the similarity form has emerged from the initial condition. By the uniqueness just shown, that function is $Z$. At the root, integration by parts gives

$$\int_0^\infty\frac{1-e^{-q^4}}{q^2}dq=\left[-\frac{1-e^{-q^4}}{q}\right]_0^\infty+4\int_0^\infty q^2e^{-q^4}dq=\Gamma\!\left(\tfrac34\right),$$

and $y(0,t)=-(2/\pi)\Gamma(\frac34)m\ell$, which is (4).

## What each derivation assumes

The first assumes the similarity form. In return it needs no small slope for the exponent; linearity enters when the coefficient is calculated. It does not show that a given surface approaches the similar shape. The second assumes small slope from the outset, because transforms rely on superposition, but it starts from actual initial data. It can therefore treat surfaces that are not similar.

**Finite slope.** Equation (1) was integrated numerically from a flat surface, and the exponent was read from the root depths at $Bt=16$ and $81$, in units where the modelled half-width is 30. It was 0.250 for $m=0.01$ and also for $m=1$. The coefficient $d/(m\ell)$ at $m=1$, from the nonlinear similarity equation, is 0.631 instead of 0.780; the time integration agreed with it within 0.6%. The linear formula thus overestimates the depth at unit slope, while the power survives.

**Initial roughness.** Add mirror-symmetric roughness of total absolute area $A$, counted on both sides. In the linear problem the extra height obeys $h_t=-Bh_{xxxx}$ on the whole line, with no forcing. Its Fourier transform starts no larger than $A$ in magnitude, so

$$|h|\le\frac{A}{2\pi}\int_{-\infty}^{\infty}e^{-Bk^4t}dk=\frac{A\,\Gamma(5/4)}{\pi\ell}. \tag{6}$$

Divided by the depth, which grows as $\ell$, this bound falls as $\ell^{-2}\propto t^{-1/2}$. The groove forgets such roughness.

**Neighbouring grooves.** For parallel grooves a distance $L$ apart, symmetry makes $y_x$ and $y_{xxx}$ vanish at $x=L/2$. The transform becomes a cosine series with $k_n=2\pi n/L$. Each coefficient still obeys (5), and

$$y(0,t)=-\frac{4m}{L}\sum_{n=1}^{\infty}\frac{1-e^{-Bk_n^4t}}{k_n^2}\ \longrightarrow\ -\frac{4m}{L}\,\frac{L^2}{4\pi^2}\,\frac{\pi^2}{6}=-\frac{mL}{6}. \tag{7}$$

The spacing is a second length, so the dimensional argument no longer fixes the growth law, and the limit in (7) shows that the deepening stops. Equating (4) with $mL/6$ gives the crossing time

$$t_\times=\frac1B\left(\frac{L}{6\times0.780}\right)^4 .$$

## A bare copper film

Take rough, typical values for a copper interconnect film annealed with a clean free surface: $T=673$ K, $t=600$ s, $\gamma_s=1.7$ J/m$^2$ and $\gamma_{gb}=0.6$ J/m$^2$. The surface diffusivity has prefactor $10^{-3}$ cm$^2$/s and barrier 0.80 eV, so $D_s=1.02\times10^{-9}$ cm$^2$/s. A face-centred cubic cell of edge 0.36 nm holds four atoms, so $\Omega=0.0117$ nm$^3$; taking $\nu=\Omega^{-2/3}$ gives 19.4 nm$^{-2}$. Then $B=4.94\times10^4$ nm$^4$/s.

The root angle follows from $\sin\theta=0.6/(2\times1.7)$, so $\theta=10.2^\circ$ and $m=0.179$. The lengths are

$$\ell=(4.94\times10^4\times600)^{1/4}\ \text{nm}=73.8\ \text{nm},$$

$$d=0.780\times0.179\times73.8\ \text{nm}=10.3\ \text{nm}.$$

The ridges rise 2.6 nm above the original surface and stand 340 nm apart. At fixed temperature the root is 5.8 nm deep after 60 s and 16 nm after 3600 s. Finite slope lowers the depth by 0.9% relative to (4), and the ridge height to 2.5 nm.

With $L=1000$ nm, neighbours change the depth at 600 s by less than 0.01%. The change alternates in sign as the ripples of neighbouring grooves arrive: it is $-0.6$% at 1 h and about $+5$% near 5 h, so neighbours deepen the groove for a while before they stop it. The two laws cross at 11.7 h, and the root saturates at 30 nm, well short of an assumed film thickness of 500 nm. This limit is for fixed parallel boundaries; triple junctions and grain growth are outside the model. Because $t_\times\propto L^4$, a spacing of 100 nm, with all else fixed, would bring the crossing down to about 4 s. Fine-grained films thus leave the quarter-power regime early.

Other effects and uncertain inputs can matter more:

- **Barrier.** Depth varies as $D_s^{1/4}$. A barrier lower by 0.1 eV, with the prefactor fixed, multiplies it by $e^{0.1\,\mathrm{eV}/4kT}=1.54$. The prefactor is also a rough assumed value: a factor of ten in it changes the depth by $10^{1/4}=1.78$ and $t_\times$ tenfold.
- **Anisotropy.** Let $\gamma(\theta)=\gamma_0(1+\varepsilon\cos4\theta)$. The energy per projected length is $f(p)=\gamma\sqrt{1+p^2}$, with $p=\tan\theta$. Near $p=0$, $f''=\gamma+\gamma''=\gamma_0(1-15\varepsilon)$. This stiffness replaces $\gamma_s$ in $B$. The root condition $2f'(m)=\gamma_{gb}$ gives $m\approx\gamma_{gb}/(2f'')$. Depth therefore varies as $(1-15\varepsilon)^{1/4-1}$, which is 1.13 for $\varepsilon=0.01$ in the small-slope limit; at the copper root angle the full equation gives 1.12. Positive $\varepsilon$ makes the flat surface an energy maximum. For $\varepsilon=-0.01$, a minimum, the factor is 0.90, and a surface at a cusp of $\gamma$, which facets, lies outside this expansion. This limit matters for copper, whose films are often (111)-textured and at these temperatures sit at such a cusp. There $f\approx\gamma_0+(\beta/h_s)|p|$, with step energy $\beta$ and step height $h_s=0.21$ nm, and the root condition can be met only if $\gamma_{gb}>2\beta/h_s$. A rough step energy of 0.2 eV per edge atom gives $2\beta/h_s\approx1.2$ J/m$^2$, above the assumed 0.6 J/m$^2$, so between exactly (111)-oriented grains the groove may be suppressed. The isotropic numbers of this section describe rough, non-singular surface orientations, and depths of 1 to 3 nm are only 5 to 14 atomic steps, near the limit of a continuum model.
- **Stress.** Relaxing 50 MPa, with a biaxial modulus of 200 GPa, through the whole film moves an area $V=(50/200\,000)\times1000\times500=125$ nm$^2$ into or out of each boundary. This uses the equibiaxial strain; for strictly parallel boundaries, with the strain along them clamped, removing the stress normal to them needs more by a factor of one plus Poisson's ratio, about 168 nm$^2$ for 0.34, and the shifts below scale with $V$. At a steady rate, the point response $\Gamma(\frac54)/[\pi(B\tau)^{1/4}]$ from (6), averaged over elapsed times $0<\tau<t$, gains a factor $4/3$. The root shifts by $\frac43V\Gamma(\frac54)/(\pi\ell)=0.65$ nm, deeper if the boundary takes atoms in. Both the stress and the steady rate are assumptions. The same $V$ gives 0.49 nm if moved in the first 10 s and 1.2 nm if moved in the last 60 s. If diffusion along the boundary is fast, so that the root curvature balances the stress, most of the stress relaxes within seconds and the early value applies to within 5%. The stress does not go to zero but follows the groove's own capillary stress, which is compressive, 6.6 MPa at 10 s and 2.4 MPa at 600 s. After 10 s a tensile 50 MPa has become about 5 MPa compressive, and a compressive 50 MPa is about 8 MPa. The stress potential, 50 MPa times $\Omega$, is $0.06\,kT$, some twenty times the capillary potential at the root at 600 s; that potential falls as $t^{-1/4}$, so the ratio is only about 7.5 at 10 s. Heating copper on silicon to 673 K from a stress-free state at room temperature imposes a compressive mismatch strain near 0.5%, about 1 GPa if elastic. Relaxed wholly through the boundaries, it would raise the root by about 13 nm at a steady rate, or about 10 nm if relaxed early, which is comparable with the groove depth. With the larger $V$ of strictly parallel boundaries these become about 17 nm and 13 nm, more than the groove depth, so the root would lie above the original surface. This linear estimate leaves out other relaxation paths such as dislocation glide.
- **Roughness.** For an isolated feature with $A=100$ nm$^2$, (6) bounds the shift by 0.39 nm. Roughness covering the whole surface has no finite $A$, and (6) does not bound it. Each wavenumber $k$ then decays as $e^{-Bk^4t}$, so a ripple of amplitude 2 nm and wavelength 500 nm still has 0.95 nm after 600 s.

Lattice diffusion through a depth $\ell$ carries about $3\times10^{-5}$ of the surface transport, and evaporation is negligible at the assumed vapour pressure of $10^{-16}$ Torr. The chemical potential at the root is $0.003\,kT$, so it hardly alters the density of mobile atoms. A boundary moving at $\ell/(4t)=0.03$ nm/s would travel $\ell/4$ during the anneal. In the small-slope equation this lowers the depth by only 0.3%, while the ridge ahead rises and the one behind falls by about 7%; at four times that speed the depth is 5% lower and the groove is clearly asymmetric.

Real interconnects break the clean-surface assumption most plainly. Oxide, impurities and capping layers can change $D_s$ greatly, and since $d\propto D_s^{1/4}$, a diffusivity lower by $10^4$ makes the groove ten times shallower at fixed $m$ and $t$, as long as (4) holds. Once neighbours have stopped the bare groove the gain is smaller: for the anneal above with $L=100$ nm it is a factor of about 3. The tenfold rule covers adsorbates and layers too thin to resist bending. A bonded solid layer of thickness $w$, Young's modulus $E$ and Poisson's ratio $\nu_P$ must bend into the root, and (4) fails once the length $\sqrt{K/\gamma_s}$, with $K=Ew^3/[12(1-\nu_P^2)]$, approaches $\ell$, here about 7 nm. In a rough linear estimate that treats the layer as a plate on elastic copper, 2 nm with $E=200$ GPa has a length of 9 nm and makes the groove about thirty times shallower rather than ten, and a 20 nm cap cuts the depth to roughly 1 nm even with $D_s$ unchanged. The share of lattice diffusion also grows, as $D_s^{-3/4}$: it is about 3% for a diffusivity lower by $10^4$ and of order one for $10^6$. Extrapolating the same barrier to 378 K and ten years, with neighbours included through (7), gives a root 23 nm deep on a bare surface, slightly more than the 22 nm of an isolated groove. Copper lines in service are covered, so this is not a forecast for them. It shows that in this model, with these values, lowering the temperature to 378 K does not by itself suppress grooving over ten years; the depth reached depends on the spacing, and for $L=100$ nm it is limited by (7) to 3 nm. The result is also sensitive to the assumed barrier, since 0.1 eV is worth a factor $e^{0.1\,\mathrm{eV}/4kT}=2.15$ at 378 K while (4) holds: with the prefactor fixed and $L=1000$ nm, the ten-year depth is 10 nm for 0.9 eV, about 5 nm for 1.0 eV and 1 nm for 1.2 eV. The numerical output below gives the remaining digits.

## Computed values

```
Root coefficient -Z(0): 0.78012 (dimensionless)
Root curvature Z''(0+): -0.57703 (dimensionless)
Ridge position u: 2.2999 (dimensionless)
Ridge height Z: 0.1940 (dimensionless)
Root-to-ridge coefficient: 0.9741 (dimensionless)
Ridge-to-ridge coefficient: 4.5998 (dimensionless)
Solver exponent, slope 0.01: 0.25000 (dimensionless)
Solver exponent, slope 1: 0.25002 (dimensionless)
Root coefficient, slope 1: 0.63061 (dimensionless)
Anneal temperature: 673 K
Anneal time: 600 s
Diffusion prefactor: 1.0e-03 cm2/s
Surface activation energy: 0.80 eV
Surface diffusivity: 1.021e-09 cm2/s
Surface energy: 1.7 J/m2
Boundary energy: 0.6 J/m2
Lattice parameter: 0.36 nm
Atomic volume: 0.01166 nm3
Surface atom density: 19.443 nm^-2
Mullins coefficient B: 4.943e+04 nm4/s
Root angle: 10.16 degrees
Root slope m: 0.1793 (dimensionless)
Groove length ell: 73.80 nm
Root depth below original surface: 10.32 nm
Ridge height above original surface: 2.57 nm
Root-to-ridge depth: 12.89 nm
Ridge-to-ridge width: 339.5 nm
Root depth at 60 s: 5.80 nm
Root depth at 3600 s: 16.15 nm
Finite-slope depth change: -0.92 %
Grain spacing: 1000 nm
Neighbour-groove depth change: -0.0088 %
Saturated root depth: 29.88 nm
Growth/saturation crossing time: 11.71 h
Anisotropy amplitude: 1.0 %
Anisotropic depth factor: 1.130 (dimensionless)
Depth factor for 0.1 eV lower barrier: 1.539
Initial roughness area: 100 nm2
Roughness root-shift bound: 0.39 nm
Film thickness: 500 nm
Film stress: 50 MPa
Biaxial modulus: 200 GPa
Stress-exchanged area: 125.0 nm2
Stress-exchange root shift: 0.65 nm
Lattice diffusivity: 1.06e-16 cm2/s
Lattice/surface transport ratio: 3.37e-05
Vapour pressure: 1.0e-16 Torr
Evaporated thickness: 1.19e-09 nm
Root potential/kT: 0.00299 (dimensionless)
Boundary-speed scale ell/(4t): 0.0307 nm/s
Temperature of use: 378 K
Time of use: 10 years
Bare-surface root depth in use: 22.59 nm
```
